# Gaussian Stationary Profile, Tracy-Widom Transient Height in Flat One-Dimensional Growth

## Two neighbours and the gap between them

Two neighbouring sites of a growing edge fill after independent waiting times $w_1,w_2$, each exponential with mean one. The site between them can start only when both are full, and then needs a further time $w_3$ of the same kind. It is full at
$$T_2=w_3+\max(w_1,w_2).$$
Since $P(\max\le m)=(1-e^{-m})^2$,
$$P(T_2\le t)=\int_0^t e^{-(t-m)}(1-e^{-m})^2dm=1-2te^{-t}-e^{-2t}.$$
The maximum is a sum of independent exponentials of means $1/2$ and $1$. So $T_2$ has variance $\frac14+1+1=\frac94$, third central moment $2(\frac18+1+1)=\frac{17}4$ and skewness $34/27\approx1.26$.

Part of this skewness comes from the exponential waits. The maximum, however, returns at every level: a site waits for the slower neighbour. The question is what survives at late times.

## The counter-example

Let the edge be a zigzag with slopes $s=\pm1$ between adjacent columns, in units of $d/2$. Each local minimum fills independently at rate $\Gamma$, which raises its column by $d$. Nothing is removed. Time is measured by $\tau=\Gamma t$.

**The stationary profile is Gaussian.** On a ring with equally many up and down slopes, give every profile the same weight. The rate of leaving a profile is its number of minima. It is entered by the last filling of one of its maxima, so the rate of entry is its number of maxima. Maxima and minima alternate, the two numbers agree, and the weight is stationary. It is unique, because any profile can be filled up to a flat zigzag and any profile can be built on that.

On a long ring, any fixed set of slopes becomes a set of independent fair signs. A height difference over $m$ columns is then a sum of $m$ such signs, Gaussian after division by $\sqrt m$ as $m\to\infty$. Reversing all slopes preserves the weight, so heights about the ring mean have zero skewness.

**The transient height is not.** Start from a flat zigzag on an infinite line. Let $N$ be the number of deposits on a column that was a minimum at the start. Its exact law, derived below, gives

- $\tau=25$: skewness $-0.172$;
- $\tau=100$: skewness $-0.241$;
- $\tau=400$: skewness $-0.272$.

The values move away from zero. Extrapolating the last two with a correction proportional to $\tau^{-2/3}$ gives $-0.292$.

To infer a Gaussian one-point height from the Gaussian stationary profile would confuse two quantities. A height difference at one time cancels the growth common to both columns; the one-point height retains it. Moreover, the stationary weight is symmetric under exchange of up and down, while the growth rule fills minima and never removes maxima.

## The correct statement

Let $T_n$ be the scaled time at which level $n$ fills. As $n\to\infty$,
$$\frac{T_n-2n}{(2n)^{1/3}}\to\chi,\qquad P(\chi\le\sigma)=F_1(\sigma)=\det(1-B_\sigma),$$
in distribution. Here $B_\sigma$ has kernel $\mathrm{Ai}(x+y+\sigma)$ on $L^2(0,\infty)$, and $F_1$ is the GOE Tracy-Widom distribution. For the height,
$$N=\frac\tau4-\frac{\tau^{1/3}}4\chi_\tau,\qquad \chi_\tau\to\chi .$$
Numerically $\chi$ has mean $-1.2065$, standard deviation $1.2680$ and skewness $0.2935$. The minus sign makes the limiting height skewness $-0.2935$.

The proof covers this growth rule. That the Kardar-Parisi-Zhang equation and other rules of its class share the limit from a flat start is KPZ universality, which is not proved here. The sign follows that of the KPZ nonlinearity. With mean slope $u$ and independent slopes, the density of minima is $(1-u^2)/4$. Tilt therefore slows growth, and the coefficient is negative.

## Proof

**Rows of filling times.** Level $j$ at a column waits for level $j-1$ at both neighbours. Level $n$ at column 0 thus depends on a triangle of sites. Let row $r$ contain levels $j=1,\dots,r$ at columns $2r-n-j$. If $x$ denotes the times of row $r$ and $y$ those of row $r+1$,
$$y_1=w_1,\qquad y_{k+1}=w_{k+1}+\max(y_k,x_k),$$
and $T_n$ is the last entry of row $n$.

Define $f_i$ by its Laplace transform $\hat f_i(s)=(s+1)^{-1}[s(s+1)]^{-(i-1)}$. Derivatives are taken at positive argument, and $f^{(-1)}(x)=\int_0^xf$. I claim that row $r$ has density
$$p_r(x)=\det[f_i^{(j-1)}(x_j)]_{i,j=1}^r,\qquad 0<x_1<\dots<x_r .$$
For $r=1$ this is $e^{-x_1}$. For the next row the recursion gives
$$p_{r+1}(y)=e^{-y_1}\int p_r(x)\prod_{k=1}^r e^{\max(y_k,x_k)-y_{k+1}}dx,\qquad x_k<y_{k+1}.$$
Integrate $x_r$ first, from $x_{r-1}$ to $y_{r+1}$. As $x_{r-1}<y_r$, integration by parts turns column $r$ into
$$f_i^{(r-2)}(y_{r+1})-e^{y_r-y_{r+1}}f_i^{(r-2)}(x_{r-1})-\int_{y_r}^{y_{r+1}}e^{x-y_{r+1}}f_i^{(r-2)}(x)dx .$$
The middle term is a multiple of column $r-1$ and drops out of the determinant. Repeat for $x_{r-1},\dots,x_1$; at the last step the lower term vanishes because $f_i^{(-1)}(0)=0$.

Now $\hat f_{i+1}=\hat f_i/[s(s+1)]$ means $f_i^{(k-2)}=f_{i+1}^{(k-1)}+f_{i+1}^{(k)}$. The remaining integrand is thus a total derivative, and column $k$ becomes
$$C_{ik}=f_{i+1}^{(k)}(y_{k+1})+e^{y_k-y_{k+1}}f_{i+1}^{(k-1)}(y_k).$$
Compare the claimed determinant of size $r+1$. Its first row is $(-1)^{j-1}e^{-y_j}$. Working from right to left, add $e^{y_k-y_{k+1}}$ times column $k$ to column $k+1$. The first row becomes $(e^{-y_1},0,\dots,0)$ and the block below its zeros is $C$. The determinant is $e^{-y_1}\det C=p_{r+1}(y)$, which proves the claim.

To get $P(T_n\le t)$, integrate $p_n$ over $0<x_1<\dots<x_n<t$, again from the last variable. Each lower boundary term repeats the preceding column, so
$$F_n(t)=P(T_n\le t)=\det[g_i^{(j-1)}(t)]_{i,j=1}^n,\qquad \hat g_i(s)=[s(s+1)]^{-i}.$$
For $n=2$, $g_1=1-e^{-t}$ and $g_2=t-2+(t+2)e^{-t}$. Then $g_1g_2'-g_1'g_2=1-2te^{-t}-e^{-2t}$, as found at the start.

**From Wronskian to integral kernel.** Put $s=z-\frac12$, so that $s(s+1)=z^2-\frac14$. Replace $(z^2-\frac14)^i$ by $\prod_{m\le i}(z^2-\kappa_m^2)$ with distinct $\kappa_m>0$, to be sent to $\frac12$ at the end. The functions become triangular combinations of $\sinh(\kappa_mt)/\kappa_m$, with diagonal coefficients $\prod_{l<i}(\kappa_i^2-\kappa_l^2)^{-1}$.

Write each $\sinh$ as two exponentials. Every choice of signs gives a Vandermonde determinant. Let $S$ be the set of minus signs. After the factor $e^{-t\sum\kappa_i}$, which tends to the $e^{-nt/2}$ produced by the shift of $s$, the Wronskian is a constant times
$$\Phi(t)=\sum_S(-1)^{|S|}Q_S\,e^{-2t\sum_{i\in S}\kappa_i},\quad Q_S=(-1)^{|S|(|S|-1)/2}\prod_{i\in S,\,m\notin S}\frac{\kappa_m+\kappa_i}{\kappa_m-\kappa_i}.$$
The constant, $\prod_i(2\kappa_i)^{-1}\prod_{l<i}(\kappa_i+\kappa_l)^{-1}$, tends to 1. Hence $\Phi\to F_n$.

Set
$$c_i=2\kappa_ie^{-2\kappa_it}\prod_{m\ne i}\frac{\kappa_m+\kappa_i}{\kappa_m-\kappa_i}.$$
Cauchy's determinant is
$$\det_S\frac1{\kappa_i+\kappa_j}=\frac{\prod_{i<j}(\kappa_i-\kappa_j)^2}{\prod_{i,j}(\kappa_i+\kappa_j)}.$$
In $\prod_Sc_i$, each pair inside $S$ contributes $-(\kappa_i+\kappa_j)^2/(\kappa_i-\kappa_j)^2$. Multiplication by Cauchy's determinant leaves $-1$ per pair, which is $Q_S$ with its exponential. Expanding in principal minors,
$$\Phi=\det\Big(\delta_{ij}-\frac{c_i}{\kappa_i+\kappa_j}\Big).$$
Because $1/(\kappa_i+\kappa_j)=\int_0^\infty e^{-(\kappa_i+\kappa_j)x}dx$ and $\det(1-UV)=\det(1-VU)$, this is the Fredholm determinant with kernel $\sum_ic_ie^{-\kappa_i(x+y)}$. The sum is the sum of residues of $e^{zu}\prod_m(\kappa_m-z)/(\kappa_m+z)$ at $z=-\kappa_i$, with $u=x+y+2t$. Letting $\kappa_m\to\frac12$,
$$F_n(t)=\det\big(1-k_n(x+y+2t)\big),\quad k_n(u)=\oint_{-1/2}\frac{dz}{2\pi i}\,e^{zu}\Big(\frac{\frac12-z}{\frac12+z}\Big)^n .$$
For $n=1$, $k_1=e^{-u/2}$ and $F_1^{\rm level}(t)=1-e^{-t}$, as it must be. At $n=6$, $t=10$, the Wronskian and the Fredholm determinant both give $0.61881902$.

**The limit.** Near $z=0$ the exponent is
$$zu-2n\,\mathrm{artanh}(2z)=z(u-4n)-\tfrac{16}3nz^3+O(nz^5).$$
There is no quadratic term, hence a cube-root scale. Put $a=(16n)^{1/3}$, $u=4n+a\xi$ and $z=-v/a$. The exponent tends to $v^3/3-\xi v$, the Airy exponent; reversing the contour absorbs the sign of $dz=-dv/a$.

To control the rest of the contour, take $\delta=1/a$ and the circle
$$z=-\delta-R(1-\cos\theta)+iR\sin\theta,\qquad R=\tfrac12\Big(\frac1{4\delta}-\delta\Big).$$
On it $|(\frac12-z)/(\frac12+z)|$ has the constant value $\rho=(\frac12+\delta)/(\frac12-\delta)$. Since $1-\cos\theta\ge2\theta^2/\pi^2$,
$$|k_n(u)|\le\frac{R\rho^n}{2\pi}e^{-\delta u}\int_{-\infty}^{\infty}e^{-2uR\theta^2/\pi^2}d\theta=\sqrt{\frac{\pi R}{8u}}\;\rho^ne^{-\delta u}.$$
Here $R\approx a/8$, $4n=a^3/4$ and $n\ln\rho=4n\delta+\frac13+o(1)$. So $a|k_n(4n+a\xi)|\le Ce^{-\xi}$ for $\xi$ bounded below and $n$ large. The same Gaussian bound in $\theta$ permits the limit under the contour integral, so $a\,k_n(4n+a\xi)\to\mathrm{Ai}(\xi)$.

Rescale $x$ and $y$ by $a$. The offset is $\sigma=(2t-4n)/a=(t-2n)/(2n)^{1/3}$. In the Fredholm series, Hadamard's inequality bounds the term of order $m$ by a constant to the power $m$ times $m^{m/2}/m!$, which is summable. The determinants therefore converge to $F_1(\sigma)$. On 13 values of $\sigma$ from $-4$ to $2$, the largest difference in probability falls from $0.0256$ at $n=25$ to $0.0061$ at $n=200$, near the factor $8^{2/3}=4$ suggested by the $z^5$ term.

**Where the orthogonal ensemble enters.** Let $X$ be an $n\times(n+1)$ matrix of independent real standard normal entries. The eigenvalues $\mu_i$ of $\frac12XX^{T}$ have joint density proportional to $\prod_{i<j}|\mu_i-\mu_j|e^{-\sum\mu_i}$. I show that the largest has the law of $T_n$.

For distinct $a_i=2\kappa_i$ let
$$I(t)=\int_{0<\mu_1<\dots<\mu_n<t}\det[e^{-a_i\mu_j}]d\mu,\qquad J=\prod_i\frac1{a_i}\prod_{l<i}\frac{a_l-a_i}{a_l+a_i}.$$
The claim is $I=J\Phi$. Both sides vanish at $t=0$, where every $\sinh$ does. Expanding along the last column,
$$I'(t)=\sum_i(-1)^{n+i}e^{-a_it}I^{(i)}(t),$$
where $I^{(i)}$ omits $a_i$. By induction each $I^{(i)}$ has the claimed form. Comparing coefficients of $e^{-t\sum_Sa_i}$, factors with $m\notin S$ cancel between $J$ and $Q_S$, and what is required is
$$\sum_{i\in S}a_i\prod_{m\in S,\,m\ne i}\frac{a_i+a_m}{a_i-a_m}=\sum_{i\in S}a_i .$$
This follows from $\prod_S(z+a_i)/(z-a_i)=1+2\sum_Sa_i/z+\dots$ at large $z$: the coefficient of $1/z$ is the sum of residues, which is twice the left side. As all $a_i\to1$, $\det[e^{-a_i\mu_j}]$ becomes proportional to the Vandermonde determinant times $e^{-\sum\mu_i}$. Thus $I(t)/I(\infty)=\Phi(t)$ tends to both laws.

The Airy determinant is therefore the edge law of a real matrix ensemble. That it is also the edge law of the Gaussian orthogonal ensemble is a known result not derived here. Its standard form is
$$F_1(s)=\exp\Big[-\tfrac12\int_s^\infty\big(q+(x-s)q^2\big)dx\Big],\quad q''=xq+2q^3,\quad q\sim\mathrm{Ai}.$$
At $s=1,-1,-3,-4.5$, numerical integration agrees with the determinant within $3\times10^{-11}$.

**From times to heights.** Deposit $n$ on an initial minimum is level $2n-1$, so $P(N\ge n)=F_{2n-1}(\tau)$. Choose $n$ as the integer just above $\tau/4-y\tau^{1/3}/4$. Then $2(2n-1)=\tau-y\tau^{1/3}+O(1)$, the scaled argument tends to $y$, and $P(N\ge n)\to F_1(y)$. This is the stated height law. Convergence in distribution alone does not imply convergence of skewness; for that the evidence is the numerical sequence above.

## Order of limits

The result takes an infinite edge first and late time second. On a finite ring, correlations eventually span the system and the symmetric stationary weight takes over.

For 12 sites, the heights of all columns about the ring mean have skewness $0.244$ at $\tau=0.2$, mainly from partial filling of the first layer, then $-0.002$ at $\tau=2$, a minimum of about $-0.03$ near $\tau=3.6$, $-0.006$ at $\tau=8$ and zero to the printed digits at $\tau=300$. By this measure the ring shows no Tracy-Widom window. A simulated 200-site ring at $\tau=100$, before saturation, gives $-0.169\pm0.011$ for the initial minima, with heights taken about their mean on each ring. The one-point value on an infinite edge, without this subtraction, is $-0.241$.

## A growing monolayer edge

Take an edge of a two-dimensional crystal in chemical vapour deposition, idealised as starting from the flat zigzag above, with every minimum ready to fill, and with $d=0.3$ nm, speed $v=30$ nm/s, temperature 1000 K and length 10 µm. After an initial transient the minima have density near $\frac14$, so
$$\Gamma=\frac{4v}{d}=\frac{4\times30}{0.3}=400\ \mathrm{s^{-1}}.$$
After 1 s, $\tau=400$. The limit law gives a width (standard deviation) of $\frac{0.3}4\times400^{1/3}\times1.268=0.70$ nm; the exact finite-time value is $0.71$ nm. After 60 s, $\tau=24\,000$ and ideal local growth would give a width of $2.7$ nm on an advance of 1800 nm. These widths, and the tails below, depend on the flat start. If the edge is already rough when timing begins, with independent slopes, its advance follows a different law and the spread is about a third larger.

The shape matters in the tails. In the limit law, a point lags the mean by more than three standard deviations, $8.2$ nm at 60 s, with probability $0.0036$; a Gaussian gives $0.00135$. The corresponding lead has probability $0.00027$. At three standard deviations a Gaussian estimate is thus too low for lags by a factor of 2.7 and too high for leads by a factor of 5.

These parameters are rough values for a monolayer dichalcogenide; real speeds vary widely with precursor supply. The estimate needs an edge with many sites ready to fill. A straight facet, common in these crystals, instead advances by rare nucleation of a new row and its spreading; the relation $\Gamma=4v/d$ and the widths above do not apply to it. Real edges also break the rule of irreversible, local filling. With a driving energy of $0.2$ eV, detachment runs at $e^{-0.2/0.0862}=0.098$ of the filling rate. In simulation at $\tau=25$ it lowers the mean count from $7.17$ to $6.46$ and changes the skewness from $-0.169$ to $-0.131$, with a sampling error of $0.007$ for the ideal case. This is a difference at one early time, not evidence for a different late-time limit. Hops along the edge at $0.4\,\Gamma$ each way give $-0.177$, no resolved change. Real edge hopping may be much faster, and that case is not sized here.

Correlations extend over roughly $d\,\tau^{2/3}$, with the prefactor set to one and columns $0.3$ nm apart: 16 nm at 1 s and 250 nm at 60 s. With the prefactor again set to one, the saturation time of the 10 µm edge is $1.5\times10^4$ s; the limit-law width reaches the stationary width $\frac d2\sqrt{L/12}$ of a ring of $L$ columns at about a tenth of that, near 1400 s, which is still long compared with 60 s. Precursor depletion sets a further limit. Suppose deposition from the gas keeps the coverage at the edge near an assumed $\theta=10^{-3}$, and the precursor diffuses to the edge from the side ahead of it with diffusivity $D=10^8$ nm²/s. The resupply is essential. In 1 s, diffusion alone would collect precursor from about $\sqrt{Dt}=10^4$ nm, enough at this coverage for an advance of only about 10 nm instead of 30 nm. With resupply, the coverage rises ahead of the edge with slope $v/D$. Across one correlation length $\ell$ the relative change, $(v/\theta)\,\ell/D$, is only $0.005$ at 1 s and $0.075$ at 60 s. But a leading point sits in richer precursor all the time, and its gain accumulates. If the local speed is proportional to the coverage, a lead $h$ that varies over much less than $\theta D/v\approx3$ µm raises the local speed by about $v^2h/(\theta D)$, so by itself it would grow as $e^{v^2t/(\theta D)}$. The exponent is $0.009$ at 1 s and $0.54$ at 60 s. Local growth is thus a good approximation at 1 s, while at 60 s the width and tail probabilities above need a better supplied edge.

A temperature offset shifts the whole edge. For an assumed growth barrier of 2 eV, an offset of 1 K changes the speed by $2.3\%$, which is 42 nm after 60 s, against an ideal width of $2.7$ nm. Heights pooled from runs whose temperatures differ by this much would mainly record temperature. Subtracting the mean of each edge removes a uniform shift, and it preserves the one-point law approximately only when the edge is tens of correlation lengths long. At $\tau=100$ the subtraction changes the skewness from $-0.24$ to about $-0.17$ on a ring of 9 such lengths and to about $-0.22$ on a ring of 40, the ratio for the 10 µm edge at 60 s. The remaining values are in the numerical output.

## Computed results

```
row density, quadrature: 0.07102958
row density, determinant: 0.07102958
P(T_6<=10), Wronskian: 0.61881902
P(T_6<=10), Fredholm: 0.61881902
T_12 sampling, largest CDF gap: 0.0025
Wishart sampling, largest CDF gap: 0.0020
CDF gap to GOE, n=25: 0.02560
CDF gap to GOE, n=200: 0.00610
Painleve against determinant, gap: 2.8e-11
GOE mean: -1.2065
GOE variance: 1.6078
GOE standard deviation: 1.2680
GOE skewness: 0.2935
tau=25: mean N 7.1655, sd 0.9721, skewness -0.1722
tau=100: mean N 26.4217, sd 1.5007, skewness -0.2410
tau=400: mean N 102.2362, sd 2.3543, skewness -0.2719
height skewness extrapolated: -0.2922
uniform ring weight, residual: 1.3e-15
12-site ring, tau=0.2: skewness 0.24391
12-site ring, tau=2: skewness -0.00151
12-site ring, tau=8: skewness -0.00567
12-site ring, tau=300: skewness -0.00000
200-site ring, tau=100: skewness -0.169, error 0.011
simulation tau=25, CDF gap: 0.0017
simulation skewness, ideal: -0.169
its sampling error: 0.007
simulation skewness, detachment: -0.131
simulation skewness, edge hops: -0.177
mean N ideal/detachment/hops: 7.168 6.464 7.175
sd N ideal/detachment/hops: 0.969 0.970 0.972
input unit size: 0.3 nm; speed: 30.0 nm/s
input temperature: 1000.0 K; edge: 10.0 um
input driving energy: 0.2 eV; barrier: 2.0 eV
input coverage: 0.001 ML; diffusivity: 1.0e+08 nm^2/s
filling rate: 400.0 1/s; kT: 0.08617 eV
detachment/filling rate: 0.0982
edge hop/filling rate, each way: 0.4
scaled times at 1 s and 60 s: 400 24000
1 s exact mean advance: 30.671 nm
1 s exact width: 0.7063 nm
1 s exact height skewness: -0.2719
1 s width from limit law: 0.7007 nm
60 s width from limit law: 2.743 nm
60 s nominal advance: 1800 nm
three-sigma lag, GOE: 0.003641
three-sigma lead, GOE: 0.000267
three-sigma tail, Gaussian: 0.001350
correlation length scale, 1 s: 16.3 nm
correlation length scale, 60 s: 249.6 nm
saturation time scale: 15215 s
depletion number, 1 s: 0.0049
depletion number, 60 s: 0.0749
speed change per kelvin: 2.32 %
60 s shift for 1 K offset: 41.8 nm
```
